# Why backhopping can give write error a minimum in current

**Question.** A magnetic tunnel junction is written by a current pulse of fixed length. More current makes the free layer switch faster, so the probability of a failed write should keep falling. Why can it rise again at large current, and what sets the current at which it is lowest?

**The mechanism: two layers that want different things**

Let \(f=\pm1\) be the direction of the free layer and \(r=\pm1\) that of the reference layer, both along the same easy axis. The junction starts antiparallel, \((f,r)=(-,+)\), and the pulse should bring it to \((+,+)\).

For this write the electrons pass from the reference to the free layer. They arrive polarized along \(r\), so their torque pulls \(f\) towards \(r\). Electrons reflected at the free layer return with the opposite polarization, and they push \(r\) towards \(-f\). The free layer therefore seeks the parallel state and the reference the antiparallel one. No configuration satisfies both, and the current drives a cycle:
\[
(-,+)\xrightarrow{a}(+,+)\xrightarrow{b}(+,-)\xrightarrow{a}(-,-)\xrightarrow{b}(-,+).
\]
Here \(a\) is the rate at which the free layer flips with the torque, and \(b\) is the same for the reference. The first step is the intended write. If the reference then reverses, the free layer follows it and leaves the written direction. This is backhopping through the reference layer, the only route considered here.

Flips against the torque have rates \(a'\) and \(b'\). For the opposite write polarity both torques change sign. The substitution \(r\to-r\) gives the same equations, with the critical currents of that polarity.

What counts as an error depends on the readout. The *bit error* \(W\) is the probability that \(f=-1\) at the end of the pulse. It is the relevant quantity if the reference is afterwards reset to \(+\) without disturbing \(f\). The *resistance error* \(W_R\) is the probability that the junction is antiparallel at the end of the pulse, with no reset.

**How the rates depend on current**

Take each layer as an axially symmetric macrospin with barrier \(\Delta\) in units of \(k_BT\), critical current \(I_c\) and damping time \(\tau\). Dipolar coupling, a bias field on the reference, heating, voltage effects and any angular dependence of the torque efficiency are left out. With \(x=\cos\theta\) and \(i=I/I_c\), a layer driven towards \(x=+1\) drifts as
\[
\dot x=\frac{1}{\tau}(1-x^2)(x+i).
\]
The term \(x\) comes from damping in the anisotropy field and \(i\) from the spin torque. Near \(x=-1\), a deviation \(\epsilon=x+1\) obeys \(\dot\epsilon=-2(1-i)\epsilon/\tau\), so stability is lost at \(i=1\), as the definition of \(I_c\) requires.

Thermal noise must restore the Boltzmann weight \(e^{\Delta x^2}\) at \(i=0\). This fixes the diffusion coefficient \(D=(1-x^2)/(2\Delta\tau)\), and the drift becomes \(-DV'\) with
\[
V(x)=-\Delta(x^2+2ix).
\]
The mean time \(T(x)\) to reach an absorbing point \(x_a\) beyond the barrier satisfies \(e^{V}(De^{-V}T')'=-1\). One integration from the pole, where no probability flows, gives \(De^{-V}T'=-\int_{-1}^{x}e^{-V}dz\). A second, with \(T(x_a)=0\), gives
\[
T(-1)=2\Delta\tau\int_{-1}^{x_a}\!dy\,\frac{e^{V(y)}}{1-y^2}\int_{-1}^{y}\!dz\,e^{-V(z)} .
\]
For a high barrier the inner integral comes from the well. There \(V'(-1)=2\Delta(1-i)\), so it equals \(e^{-V(-1)}/[2\Delta(1-i)]\). The outer integral comes from the maximum at \(y=-i\), where \(V''=-2\Delta\). It contributes \(e^{V(-i)}\sqrt{\pi/\Delta}/(1-i^2)\). The barrier height is
\[
V(-i)-V(-1)=\Delta i^2+\Delta(1-2i)=\Delta(1-i)^2 .
\]
Multiplying the factors and inverting \(T\) gives the rate
\[
k(\Delta,i)=\frac1\tau\sqrt{\frac{\Delta}{\pi}}\,(1-i)(1-i^2)\,e^{-\Delta(1-i)^2}.
\]
Thus \(a=k(\Delta_f,I/I_f)\) and \(b=k(\Delta_r,I/I_r)\), where \(I_f\) and \(I_r\) are the two critical currents. The opposed rates \(a'\) and \(b'\) follow from \(i\to-i\). The formula needs \(i<1\) and a barrier of several \(k_BT\). It does not describe ballistic switching above \(I_c\), the usual regime of nanosecond memory writes. The quantitative results below therefore apply to longer pulses, with thermally activated switching below \(I_c\).

**Solving the four-state model**

Number the states along the cycle: \(p_1\) for \((-,+)\), \(p_2\) for \((+,+)\), \(p_3\) for \((+,-)\), \(p_4\) for \((-,-)\). Gain and loss give
\[
\begin{aligned}
\dot p_1&=bp_4+a'p_2-(a+b')p_1,\\
\dot p_2&=ap_1+b'p_3-(a'+b)p_2,\\
\dot p_3&=bp_2+a'p_4-(a+b')p_3,\\
\dot p_4&=ap_3+b'p_1-(a'+b)p_4.
\end{aligned}
\]
Reversing both layers leaves the rates unchanged, so sums and differences of reversed partners decouple. For \(u=p_2-p_4\) and \(v=p_3-p_1\), subtraction gives
\[
\dot u=-(a'+b)u-(a-b')v,\qquad \dot v=(b-a')u-(a+b')v .
\]
The trace of this system is \(-S\), with \(S=a+a'+b+b'\). Its determinant is
\[
(a'+b)(a+b')+(a-b')(b-a')=2ab+2a'b' .
\]
Every linear combination of \(u\) and \(v\) therefore obeys \(\ddot m+S\dot m+(2ab+2a'b')m=0\). The one needed is \(m=\langle f\rangle=u+v\). Initially \(u=0\) and \(v=-1\), hence \(m(0)=-1\). Adding the two equations gives \(\dot m=-2a'u-2av\), hence \(\dot m(0)=2a\). The solution is
\[
m(t)=e^{-St/2}\left[-\cosh qt+\frac{2a-S/2}{q}\sinh qt\right],\quad q^2=\frac{S^2}{4}-2ab-2a'b',
\]
and \(W=(1-m)/2\).

The resistance error is \(W_R=p_1+p_3\). Adding those two rate equations gives \(\dot W_R=-(a+b')W_R+(a'+b)(1-W_R)\). With \(W_R(0)=1\),
\[
W_R=p_\infty+(1-p_\infty)e^{-St},\qquad p_\infty=\frac{a'+b}{S}.
\]

**What remains when the free layer is much faster**

Neglect \(a'\) and \(b'\) and take \(b\ll a\). Then \(q^2=(a^2-6ab+b^2)/4\), so \(q\simeq a/2-3b/2\). The two decay rates are \(S/2-q\simeq2b\) and \(S/2+q\simeq a-b\). The coefficient of the hyperbolic sine is \((3a-b)/(2q)\simeq3+8b/a\). Writing the hyperbolic functions as exponentials gives
\[
m\simeq\left(1+\frac{4b}{a}\right)e^{-2bt}-\left(2+\frac{4b}{a}\right)e^{-(a-b)t}.
\]
For \(bt\ll1\), the first exponential is \(1-2bt\). Keeping first order in \(b\), and dropping products of \(b\) with the already small \(e^{-at}\), leaves
\[
W\simeq e^{-at}+b\left(t-\frac2a\right),\qquad W_R\simeq e^{-at}+\frac ba .
\]
The first term in each is incomplete switching. It falls with current because \(a\) grows. The second is backhopping. In \(W\) it rises because \(b\) grows; in \(W_R\) the ratio \(b/a\) rises only where \(b\) grows proportionally faster than \(a\). In \(W\), the time available for a harmful reference flip is shortened by two mean waits of \(1/a\): one for the write itself, one for the free layer to follow the reference.

In \(W_R\), backhopping does not accumulate with pulse length. After a reference flip the junction is antiparallel for a time of about \(1/a\), and then it is parallel again, although both layers have reversed. A parallel resistance at the end of the pulse is therefore no proof that the bit points the right way.

In the opposite limit \(bt\gg1\), still with \(b\ll a\), \(m\) decays to zero and \(W\) tends to \(1/2\): the pulse has lost the information it was to write.

**Where the minimum lies**

Let a subscript \(I\) denote a derivative with respect to current. Setting \(dW/dI=0\) gives
\[
-a_It\,e^{-at}+b_It-\frac{2b_I}{a}+\frac{2ba_I}{a^2}=0 .
\]
Define \(g=(b_I/b)/(a_I/a)\), the ratio of the logarithmic slopes. Division by \(a_It/a\) turns the condition into
\[
a e^{-at}=gb\left(1-\frac{2}{at}\right)+\frac{2b}{at}.
\]
To leading order in \(1/(at)\) this is
\[
e^{-at}\simeq\frac{b_I}{a_I}=g\,\frac ba,\qquad \frac{e^{-at}}{bt}\simeq\frac{g}{at}.
\]
A good write needs \(at\gg1\). Unless \(g\) is comparably large, most of the error at the minimum is already due to backhopping. The two contributions have equal slopes of opposite sign there, not equal sizes.

The slopes follow from the rate formula:
\[
\frac{d\ln k}{dI}=\frac1{I_c}\left[2\Delta(1-i)-\frac1{1-i}-\frac{2i}{1-i^2}\right].
\]

**Numbers for one junction**

Take the round model parameters \(\Delta_f=60\), \(\Delta_r=80\), \(I_f=50\) µA, \(I_r=80\) µA, \(\tau=1\) ns and \(t=10\) µs. Numerical minimization of the full four-state error gives 34.22 µA; the leading-order condition gives 34.21 µA.

At this current \(i_f=0.684\) and \(i_r=0.428\). The barriers are \(60(0.316)^2\simeq6.0\) and \(80(0.572)^2\simeq26.2\), in units of \(k_BT\). The rates are \(a=1.86\) µs⁻¹ and \(b=9.84\times10^{-9}\) µs⁻¹, so \(at=18.6\) and
\[
W\simeq8.7\times10^{-9}+9.84\times10^{-8}\left(1-\frac{2}{18.6}\right)\simeq9.7\times10^{-8}.
\]
Incomplete switching supplies about 9% of this. The slope ratio is \(g=1.73\), and the estimate \(g/(at)=0.093\) agrees with the actual ratio \(e^{-at}/(bt)=0.089\).

The two sides of the minimum are very unequal. At 33 µA the error is \(2.9\times10^{-4}\), practically all from incomplete switching. This value is good only to a factor of several, because any inaccuracy of \(a\) is multiplied by \(t\) in the exponent. At 36 µA the error is \(6.6\times10^{-7}\), and at 40 µA \(3.9\times10^{-5}\), about 400 times the minimum. The left side is steep because \(a\) stands in an exponent multiplied by \(t\), while the right side follows \(b\) itself.

The resistance error has its minimum at 34.50 µA, with the value \(6.3\times10^{-9}\), some 15 times below the smallest bit error. At 40 µA it is \(1.4\times10^{-7}\), while the bit error is \(3.9\times10^{-5}\). The free-layer barrier is then only 2.4 \(k_BT\), so the value of \(a\), and with it the resistance error \(b/a\), is rough. The bit error is less affected, since it is nearly \(bt\) and the reference barrier is still 20 \(k_BT\).

Within the model, the role of the reference can be checked by setting \(b=b'=0\). Between 30 and 40 µA, in steps of 0.5 µA, the error then shows no rise beyond a numerical allowance of \(10^{-12}\) per step.

**Would a longer pulse help?**

At fixed current on the backhopping side it does harm. At 38 µA, pulses of 5, 10 and 20 µs give errors of \(2.6\times10^{-6}\), \(5.4\times10^{-6}\) and \(1.1\times10^{-5}\), nearly proportional to \(t\).

The answer changes if the current is re-optimised for each pulse length. At the minimum \(W_I=0\), so the shift of the optimal current does not contribute to the first derivative:
\[
\frac{d\ln W_{\min}}{d\ln t}=\frac{t(b-ae^{-at})}{W}.
\]
Inserting the minimum condition with its \(1/(at)\) terms makes the numerator \(bt(1-g)[1-2/(at)]\). The denominator is \(bt[1-2/(at)+g/(at)]\) to the same order. Dividing, and again keeping first order in \(1/(at)\) in the correction factor, gives
\[
\frac{d\ln W_{\min}}{d\ln t}\simeq\frac{1-g}{1+g/(at)} .
\]
For \(g>1\) a longer pulse at lower current is better, because the lower current reduces \(b\) by more than the added time costs. Here the formula gives \(-0.664\) and direct minimization \(-0.661\). Going from 5 to 20 µs moves the best current from 35.3 to 33.2 µA and lowers the minimum from \(1.6\times10^{-7}\) to \(6.3\times10^{-8}\). For \(g<1\) the conclusion would be reversed.

**How far the numbers can be trusted**

The free-layer barrier at the minimum is only 6 \(k_BT\), so the high-barrier formula is not precise. Evaluating the double integral for \(T\) numerically, with \(x_a=0\), shows that the formula overestimates \(a\) by 23% and \(b\) by 4%. With the integrated rates for the favoured flips, the minimum moves to 34.5 µA and its error to \(1.3\times10^{-7}\). More accurate rates likewise move the minimum of the resistance error to about 34.8 µA and \(9\times10^{-9}\), still some 15 times below the smallest bit error. A fair statement for this junction is a minimum between 34 and 35 µA with an error near \(10^{-7}\).

A further approximation is that each layer sees its partner as fully up or fully down. It can be removed by evolving the joint distribution of the two axial components \(x\) and \(y\), with drifts
\[
\dot x=\frac{(1-x^2)(x+i_fy)}{\tau},\qquad \dot y=\frac{(1-y^2)(y-i_rx)}{\tau},
\]
and the corresponding noise for each layer. This still assumes that transverse torques average out over the precession, which is not assured when both layers precess at nearly the same frequency. For a case with lower barriers, \(\Delta_f=20\), \(\Delta_r=30\), \(i_r=0.6\,i_f\) and \(t=1000\,\tau\), the two-angle error also has a minimum. On a grid of spacing 0.04 in \(i_f\), its lowest point is at 0.56, against 0.52 for four states with integrated favoured rates. At \(i_f=0.60\) the errors are \(5.1\times10^{-3}\) and \(6.5\times10^{-3}\).

The sign and size of this last difference can be estimated. In its well near \(x=1\) the free layer has \(\langle1-x\rangle\simeq1/[2\Delta_f(1+i_f)]=0.016\), which weakens the drive on the reference. The change of \(\ln b\) is about \(-2\Delta_r(1-i_r)i_r\langle1-x\rangle=-0.22\), a reduction by a factor of 0.81; the computed ratio of the errors is 0.79, or 0.78 on a finer mesh. The estimate keeps the free layer at full drive. As the reference climbs to its barrier at \(y=i_r\), that drive weakens and \(\langle1-x\rangle\) grows to 0.021; averaging along this path gives 0.78. This supports partner fluctuations as the cause but does not isolate them. When the torque on the reference is removed from the two-angle equation, the error at \(i_f=0.64\) drops from \(1.2\times10^{-2}\) to below \(10^{-6}\).

Within this model, the rise is thus conditional. If \(I_r\) and \(\Delta_r\) are both large enough, \(bt\) stays below any error of interest throughout the usable current range, and no minimum is seen there. If instead \(bt\) is already well above the tolerated error at the lowest current where \(e^{-at}\) falls below it, no current brings the bit error within that tolerance: at lower current the free layer fails to switch too often, and at higher current \(b\) is larger still. The resistance error is limited by \(b/a\) instead. For the junction above, a tolerance of \(10^{-8}\) is met by \(W_R\) but not by \(W\). The remaining values at each current are in the numerical output below.

## Values computed for the example and the checks

```
Stabilities free, reference: 60, 80 kT
Critical currents free, reference: 50, 80 uA
Damping time 1.0 ns, pulse 10 us
I (uA) | bit error | resistance error | exp(-at) | b*t
  30 | 4.69e-01 | 4.69e-01 | 4.69e-01 | 7.27e-10
  32 | 2.03e-02 | 2.03e-02 | 2.03e-02 | 7.90e-09
  33 | 2.88e-04 | 2.88e-04 | 2.88e-04 | 2.51e-08
  34 | 1.66e-07 | 1.03e-07 | 9.82e-08 | 7.75e-08
  35 | 2.18e-07 | 7.72e-09 | 7.66e-14 | 2.33e-07
  36 | 6.58e-07 | 1.28e-08 | 6.53e-24 | 6.84e-07
  38 | 5.37e-06 | 3.89e-08 | 1.93e-61 | 5.44e-06
  40 | 3.87e-05 | 1.37e-07 | 1.08e-124 | 3.90e-05
Bit-error minimum: 34.22 uA, error 9.654e-08
Current from analytic condition: 34.21 uA
Error from approximation at minimum: 9.654e-08
Rates at minimum: a = 1.8555 /us, b = 9.841e-09 /us
Opposed rates: a' = 4.7e-71 /us, b' = 9.0e-68 /us
Barriers at minimum: free 5.98 kT, reference 26.20 kT
At minimum: a*t = 18.56, exp(-at) = 8.74e-09, b*t = 9.84e-08
Log-slope ratio g = 1.726, g/(at) = 0.093
Resistance-error minimum: 34.50 uA, error 6.286e-09
Minimum with quadrature rates: 34.52 uA, error 1.318e-07
Formula/quadrature rate at minimum: free 1.230, reference 1.036
Formula/quadrature rate at barrier 100 kT: 1.0091
Frozen reference, bit error at 34 uA: 9.82e-08
Pulse 5 us: minimum 35.29 uA, error 1.58e-07; error at 38 uA 2.64e-06
Pulse 10 us: minimum 34.22 uA, error 9.65e-08; error at 38 uA 5.37e-06
Pulse 20 us: minimum 33.22 uA, error 6.30e-08; error at 38 uA 1.08e-05
d ln(Wmin)/d ln(t): numeric -0.661, formula -0.664
Two-angle case: stabilities 20, 30 kT; drive ratio 0.6; pulse 1000 tau
free drive I/If | two-angle bit error | four-state bit error
0.44 | 2.01e-01 | 1.67e-01
0.48 | 3.70e-02 | 2.68e-02
0.52 | 2.48e-03 | 2.01e-03
0.56 | 1.98e-03 | 2.54e-03
0.60 | 5.13e-03 | 6.50e-03
0.64 | 1.23e-02 | 1.55e-02
Two-angle error at drive 0.64, no reference torque, below 1e-6: True
Largest closed-form deviation: 3.7e-15
```
